\section*{The Nielsen–Martin Stress Theorem from Homogeneous Scaling, part 2}

We seek the stress of a periodic cell from a single ground-state calculation in the local density approximation (LDA). Hartree atomic units are used (energies in Ha, lengths in bohr), and $a,b,c$ label Cartesian components. A strain $\mathbf r\to A\mathbf r$, $A_{ab}=\delta_{ab}+\epsilon_{ab}$, acts on the cell vectors $\mathbf a_j$ and the clamped ions at $\mathbf R_I$. Fractional coordinates, including those of the Bloch vector $\mathbf k$, stay fixed.

With energy $E$ and cell volume $\Omega$, $D_{ab}=\partial E/\partial\epsilon_{ab}$ at $\epsilon=0$. The stress is $D_{ab}/\Omega$, with tension positive, and the pressure $P$ obeys $3P\Omega=-\sum_aD_{aa}$. Superscripts on $D$ mark separate energy terms.

The orbitals $\psi_i$ have fixed occupations $f_i$ and density $n=\sum_if_i|\psi_i|^2$. The scaled orbitals are $(\det A)^{-1/2}\psi_i(A^{-1}\mathbf r)$. Because the energy is stationary, $D$ follows from these without relaxation, provided the basis is carried along by the strain. Separate terms do change on relaxation, so they are tested with frozen scaled orbitals; "re-converged" energies, solved again in each strained cell, test the total. Near the minimum, a change $\mathbf c$ of the orbitals costs $\frac12\mathbf c^TK\mathbf c$, with $K$ positive definite.

For a separation $\mathbf x$,
\begin{equation}
 |A\mathbf x|^2=x^2+2\sum_{ab}\epsilon_{ab}x_ax_b+O(\epsilon^2)
 \quad\Rightarrow\quad
 \frac{\partial|A\mathbf x|}{\partial\epsilon_{ab}}=\frac{x_ax_b}{x}
 \label{eq:length}
\end{equation}
For interacting electrons with kinetic energy $T$ and whole Coulomb energy $V$,
\begin{equation}
 3P\Omega=2T+V .
 \label{eq:mbvirial}
\end{equation}
The Hartree energy $E_H$ of a finite density, with $\mathbf x=\mathbf r-\mathbf r'$, gives
\begin{equation}
 D^{H}_{ab}=-\frac12\iint n(\mathbf r)n(\mathbf r')\frac{x_ax_b}{x^3}\,d^3r\,d^3r',
 \qquad \sum_aD^H_{aa}=-E_H .
 \label{eq:hreal}
\end{equation}
With $e_{xc}(n)$ the exchange--correlation energy per electron, $E_{xc}=\int n\,e_{xc}\,d^3r$ and $v_{xc}=d(ne_{xc})/dn$,
\begin{equation}
 D^{xc}_{ab}=-\delta_{ab}\int n^2e_{xc}'\,d^3r
 =\delta_{ab}\int n\,(e_{xc}-v_{xc})\,d^3r .
 \label{eq:xc}
\end{equation}

The example, called the opening cell, measures $6\times7\times8$ bohr and contains two soft ions of charge one and two electrons.

\subsection{Kinetic and Hartree terms in reciprocal space}

A reciprocal vector satisfies $\mathbf G\cdot\mathbf a_j=2\pi m_j$ with integers $m_j$. When $\mathbf a_j\to A\mathbf a_j$ at fixed integers, $\mathbf G\to(A^{-1})^{T}\mathbf G$. To first order $G_a\to G_a-\sum_b\epsilon_{ba}G_b$, so
\begin{equation}
 \frac{\partial G^2}{\partial\epsilon_{ab}}=-2G_aG_b,\qquad
 \frac{\partial}{\partial\epsilon_{ab}}\frac1{G^2}=\frac{2G_aG_b}{G^4},\qquad
 \frac{\partial}{\partial\epsilon_{ab}}\frac1\Omega=-\frac{\delta_{ab}}{\Omega}.
 \label{eq:rules}
\end{equation}
These three rules generate all reciprocal-space terms below.

Write $\psi_i=\Omega^{-1/2}\sum_{\mathbf G}c_{i\mathbf G}e^{i\mathbf q\cdot\mathbf r}$ with $\mathbf q=\mathbf k+\mathbf G$. Because $\mathbf q\cdot A^{-1}\mathbf r=[(A^{-1})^{T}\mathbf q]\cdot\mathbf r$, the scaled orbital has the same coefficients on the strained plane waves. A plane-wave set with fixed integer labels is therefore carried along by the strain. From $T=\frac12\sum_if_i\sum_{\mathbf G}|c_{i\mathbf G}|^2q^2$,
\begin{equation}
 D^T_{ab}=-\sum_if_i\sum_{\mathbf G}|c_{i\mathbf G}|^2q_aq_b .
 \label{eq:kinpw}
\end{equation}

Let $n_{\mathbf G}=\Omega^{-1}\int_\Omega n\,e^{-i\mathbf G\cdot\mathbf r}d^3r$. The integral $N_{\mathbf G}=\Omega n_{\mathbf G}$ does not change under scaling. Poisson's equation gives the potential components $4\pi n_{\mathbf G}/G^2$. A prime on a sum omits $\mathbf G=0$, which is treated below. Then
\begin{align}
 E_H&=\frac\Omega2\sum_{\mathbf G}{}'\frac{4\pi|n_{\mathbf G}|^2}{G^2}
 =\frac1{2\Omega}\sum_{\mathbf G}{}'\frac{4\pi|N_{\mathbf G}|^2}{G^2},\\
 D^H_{ab}&=\frac\Omega2\sum_{\mathbf G}{}'\frac{4\pi|n_{\mathbf G}|^2}{G^2}
 \left(\frac{2G_aG_b}{G^2}-\delta_{ab}\right).
 \label{eq:hpw}
\end{align}
The first term in the bracket comes from $1/G^2$ and the second from $1/\Omega$. The trace of the bracket is $2-3=-1$, so $\sum_aD^H_{aa}=-E_H$ as before. The diagonal elements, however, need not be negative as they are in \eqref{eq:hreal}. There the sign follows from $n\ge0$. Omitting $\mathbf G=0$ replaces $n$ by $n$ minus its average, as if a uniform compensating background were present, and this net charge takes both signs. By the bracket, a density wave along $z$ contributes with weight $+1$ to $zz$ and $-1$ to $xx$ and $yy$.

\subsection{Ions and the zero wavevector}

Toward the electrons, the model ion acts as a Gaussian charge cloud of total charge $Z_I$ and density $\rho(r)=Z_I\,e^{-r^2/r_c^2}/(\pi^{3/2}r_c^3)$. An electron in its field has the energy
\begin{equation}
 v(r)=-\frac{Z_I}{r}\,{\rm erf}\!\left(\frac r{r_c}\right),\qquad
 v(G)=-\frac{4\pi Z_I}{G^2}\,e^{-G^2r_c^2/4}.
 \label{eq:ion}
\end{equation}
The first form solves Poisson's equation, because $(rv)''=4Z_Ir\,e^{-r^2/r_c^2}/(\sqrt\pi\,r_c^3)=4\pi r\rho$. The second is the transform of the cloud multiplied by $-4\pi/G^2$. The limit $r_c\to0$ is a point nucleus.

At small $G$ one has $v(G)=-4\pi Z_I/G^2+\pi Z_Ir_c^2+O(G^2)$. With $N_e$ electrons and total ionic charge $Z=\sum_IZ_I$, the divergent parts of the electron--electron, electron--ion and ion--ion energies are proportional to $\frac12N_e^2-N_eZ+\frac12Z^2=\frac12(N_e-Z)^2$. They cancel for a neutral cell and are dropped. This fixes the convention that the Hartree potential and the point-charge part $-Z_I/r$ of the ion potential have zero average over the cell. The smeared ion potential then has the average $\pi Zr_c^2/\Omega$. The finite remainder $\pi Z_Ir_c^2$ must be kept. With $Q_{\mathbf G}=\sum_IZ_Ie^{-i\mathbf G\cdot\mathbf R_I}$, which is independent of strain,
\begin{align}
 E_{ei}&=\sum_{\mathbf G}{}'W_{\mathbf G}+E_0,\qquad
 E_0=\frac{\pi N_eZr_c^2}{\Omega},\\
 W_{\mathbf G}&=-\frac{4\pi}{\Omega G^2}\,
 {\rm Re}(N_{\mathbf G}^*Q_{\mathbf G})\,e^{-G^2r_c^2/4}.
\end{align}
The derivative of $e^{-G^2r_c^2/4}/G^2$ with respect to $G^2$ is minus the function itself times $1/G^2+r_c^2/4$. The rules \eqref{eq:rules} then give
\begin{equation}
 D^{ei}_{ab}=\sum_{\mathbf G}{}'W_{\mathbf G}
 \left[2G_aG_b\left(\frac1{G^2}+\frac{r_c^2}4\right)-\delta_{ab}\right]
 -\delta_{ab}E_0 .
 \label{eq:eipw}
\end{equation}
The radius $r_c$ belongs to the ion and is not strained.

The ions interact with each other as point charges. Split $1/r={\rm erfc}(\eta r)/r+{\rm erf}(\eta r)/r$ with a free parameter $\eta$. The first part is summed in real space. The second has the transform $4\pi e^{-G^2/4\eta^2}/G^2$, by \eqref{eq:ion} with $r_c=1/\eta$, and is summed in reciprocal space. That sum includes each ion's interaction with itself, whose value per unit squared charge is half of $2\eta/\sqrt\pi$, the limit of ${\rm erf}(\eta r)/r$ at $r=0$. It must be subtracted. Dropping $4\pi/G^2$ at $\mathbf G=0$ leaves $-\pi/\eta^2$. Let $\gamma(r)={\rm erfc}(\eta r)/r$, let $\mathbf x$ run over all separations between ions including periodic images but not $\mathbf x=0$, and let $U_{\mathbf G}=2\pi|Q_{\mathbf G}|^2e^{-G^2/4\eta^2}/(\Omega G^2)$. Then
\begin{equation}
 E_{II}=\frac12\sum_{\mathbf x}Z_IZ_J\gamma(x)+\sum_{\mathbf G}{}'U_{\mathbf G}
 -\frac{\eta}{\sqrt\pi}\sum_IZ_I^2-\frac{\pi Z^2}{2\Omega\eta^2}.
 \label{eq:ewald}
\end{equation}
Applying \eqref{eq:length} to the first sum and \eqref{eq:rules} to the rest, at fixed $\eta$, yields
\begin{align}
 D^{II}_{ab}={}&\frac12\sum_{\mathbf x}Z_IZ_J\,\gamma'(x)\frac{x_ax_b}{x}
 +\delta_{ab}\frac{\pi Z^2}{2\Omega\eta^2}\nonumber\\
 &+\sum_{\mathbf G}{}'U_{\mathbf G}\left[2G_aG_b\left(\frac1{G^2}
 +\frac1{4\eta^2}\right)-\delta_{ab}\right],
 \label{eq:ewaldstress}\\
 \gamma'(x)={}&-\frac{{\rm erfc}(\eta x)}{x^2}
 -\frac{2\eta}{\sqrt\pi\,x}e^{-\eta^2x^2}.
\end{align}
Since $E_{II}$ does not depend on $\eta$, one may take $\eta\propto1/\lambda$ when all lengths grow by $\lambda$. Every term of \eqref{eq:ewald} then scales as $1/\lambda$, so $\sum_aD^{II}_{aa}=-E_{II}$.

\subsection{The virial pressure in LDA}

The traces of the kinetic, Hartree and ion--ion terms are $-2T$, $-E_H$ and $-E_{II}$, where $T$ now means the Kohn--Sham kinetic energy. The LDA term contributes $3\int n(e_{xc}-v_{xc})\,d^3r$. For the electron--ion term, \eqref{eq:length} gives the trace as the density average of $x\,v'(x)$, and
\begin{equation}
 x\,v'=(xv)'-v=-\frac{2Z_I}{\sqrt\pi\,r_c}e^{-x^2/r_c^2}-v .
\end{equation}
The $\mathbf G=0$ convention does not disturb this result. The point-charge part of $v$ is homogeneous and gives minus its energy, and the rest is short-ranged. Collecting terms and changing the sign,
\begin{align}
 3P\Omega={}&2T+E_H+E_{ei}+E_{II}+3\int n\,(v_{xc}-e_{xc})\,d^3r+C,
 \label{eq:virial}\\
 C={}&\sum_I\frac{2Z_I}{\sqrt\pi\,r_c}\int n(\mathbf r)\,
 e^{-|\mathbf r-\mathbf R_I|^2/r_c^2}\,d^3r ,
 \label{eq:core}
\end{align}
with $\mathbf R_I$ running over all images. The core term $C$ is positive because its integrand is. It arises because the ion has a fixed size that does not expand with the cell. For small $r_c$ the Gaussian integrates to $\pi^{3/2}r_c^3$, so $C\to2\pi r_c^2\sum_IZ_In(\mathbf R_I)$, with the sum over one cell, and it vanishes for point nuclei if the density there stays finite. Applying the pure Coulomb virial to a calculation with soft ions omits $C$.

The LDA integral is not $E_{xc}$. For exchange it is: $e_x\propto n^{1/3}$ gives $v_x=\frac43e_x$ and $3(v_x-e_x)=e_x$. For correlation, consider the uniform electron gas with a neutralizing background that is strained together with the electrons. Its energy per electron is $e=t_s+e_{xc}$, with $t_s\propto n^{2/3}$ the non-interacting kinetic part. Let $t$ be the true kinetic energy per electron, so that $e-t$ is the Coulomb part. At fixed electron number $P=-dE/d\Omega$ means $3P\Omega=3n\,e'$ per electron, and \eqref{eq:mbvirial} reads
\begin{equation}
 3n\,e'=2t+(e-t)\quad\Rightarrow\quad t=3n\,e'-e .
\end{equation}
The part $t_s$ of $e$ contributes $2t_s-t_s=t_s$, and exchange contributes $e_x-e_x=0$. What remains is the correlation kinetic energy per electron,
\begin{equation}
 t_c=3n\,e_c'-e_c=3(v_c-e_c)-e_c=3v_c-4e_c .
 \label{eq:tc}
\end{equation}
With $T_c=\int n\,t_c\,d^3r$ it follows that
\begin{equation}
 3\int n\,(v_{xc}-e_{xc})\,d^3r=E_{xc}+T_c .
 \label{eq:xcvirial}
\end{equation}
For point nuclei, where $C=0$, the LDA pressure thus has the form $2T+V$ of the interacting system, with $T_c$ supplied by the uniform gas. Moving $T_c$ from $E_{xc}$ to the kinetic energy and counting it twice there adds it once in total.

\subsection{Worked example}

The opening cell has $\Omega=336$ bohr$^3$ and ions with $Z_I=1$ and $r_c=1$ bohr at $\pm(0.15,0.10,0.15)$ in fractional coordinates. One doubly occupied orbital at $\mathbf k=0$ is expanded in 303 plane waves. Exchange is that of Slater and correlation that of Vosko, Wilk and Nusair. The energies and strain derivatives, in hartree, are

\begin{center}
\begin{tabular}{lrrrrr}
 & energy & $xx$ & $yy$ & $zz$ & $yz$\\
kinetic & $0.1126$ & $-0.0461$ & $-0.0969$ & $-0.0822$ & $0.0138$\\
Hartree & $0.0536$ & $-0.0427$ & $-0.0112$ & $0.0003$ & $-0.0036$\\
LDA & $-0.3721$ & $0.1121$ & $0.1121$ & $0.1121$ & $0$\\
electron--ion & $-0.2073$ & $0.0880$ & $-0.0565$ & $-0.0402$ & $0.0369$\\
ion--ion & $-0.4497$ & $0.0861$ & $0.2160$ & $0.1476$ & $-0.0608$\\
total & $-0.8629$ & $0.1974$ & $0.1634$ & $0.1375$ & $-0.0137$
\end{tabular}
\end{center}

Each entry passed a test against central differences with frozen scaled orbitals, for all nine strains. The totals passed a test against re-converged energies.

The Hartree row shows the sign pattern of \eqref{eq:hpw}. Weighting each $\mathbf G$ by its share of $E_H$, that equation says $\langle G_a^2/G^2\rangle=\frac12(1+D^H_{aa}/E_H)$. With the unrounded program values this gives $0.10$, $0.40$ and $0.50$ for $x$, $y$ and $z$. The weighted mean of $G_z^2/G^2$ is close to one half, which is the statement that the $zz$ element nearly vanishes.

The $xx$ stress is $0.19743/336=5.876\times10^{-4}$ Ha/bohr$^3$. One Ha/bohr$^3$ is $29421$ GPa, so this is $17.3$ GPa of tension. The other diagonal stresses are $14.3$ and $12.0$ GPa. The pressure is
\begin{equation}
 P=-\frac{0.19743+0.16344+0.13752}{3\times336}
 =-4.94\times10^{-4}\ \text{Ha/bohr}^3=-14.5\ \text{GPa}.
\end{equation}
The negative sign means that this model cell would lower its energy by shrinking at fixed fractional coordinates. The shear stresses, between $-1.1$ and $-1.8$ GPa, are all allowed by symmetry. The ions are separated by $0.3$, $0.2$ and $0.3$ of the cell edges. Since none of these fractions is zero or one half, no reflection in a plane normal to an axis maps the periodic array of ions onto itself.

The virial route, with $E_H+E_{ei}+E_{II}=-0.60335$ Ha and $C=0.21595$ Ha from real-space quadrature of \eqref{eq:core}, gives
\begin{equation}
 3P\Omega=0.22519-0.60335-0.33619+0.21595=-0.49840\ \text{Ha},
\end{equation}
in agreement with minus the trace of $D$. Here $T_c=0.03593$ Ha. Replacing the LDA integral by $E_{xc}$ would shift the pressure by $-0.03593/1008$ Ha/bohr$^3$, or about $-1.0$ GPa. Omitting $C$ would shift it by $-6.3$ GPa.

\subsection{A satisfied virial does not show a converged basis}

The second cell has the same geometry, point charges $Z_I=2$ and four electrons in two orbitals. Here $C=0$, and
\begin{equation}
 3P\Omega=6.78801-6.60738-1.51546=-1.33483\ \text{Ha}.
\end{equation}
Differences of re-converged energies under uniform scaling reproduce this number to all printed digits, at a cutoff of 7 Ha. At 11 Ha the value is $-1.06760$ Ha, a change of 20\% relative to the first. The soft-ion value changes from $-0.49840$ to $-0.49833$ Ha, or about $0.01\%$. The theorem holds in the small basis because the set of integers is fixed. It says nothing about how good that basis is, and the point-charge pressure is not a converged property of the model.

The link to a calculation at fixed cutoff $E_{\rm cut}$ can be estimated by treating the energy as a smooth function $E(\Omega,E_{\rm cut})$, that is, by ignoring the jumps when single plane waves enter. The number of plane waves is proportional to $\Omega E_{\rm cut}^{3/2}$. Holding it fixed requires $dE_{\rm cut}/d\Omega=-2E_{\rm cut}/(3\Omega)$, so
\begin{equation}
 P_{\rm fixed\ number}=P_{\rm fixed\ cutoff}
 +\frac{2E_{\rm cut}}{3\Omega}\frac{\partial E}{\partial E_{\rm cut}} .
 \label{eq:pulay}
\end{equation}
Enlarging the basis cannot raise the variational energy, so the last term is negative or zero. This is the Pulay contribution to the pressure: the stress theorem gives the left side, and energies computed at constant cutoff give the first term on the right. An upward change of $3P\Omega$ with cutoff is expected when this negative term shrinks in magnitude. For the point-charge cell, a smooth fit of the energy at cutoffs between 5 and 13.5 Ha puts $2E_{\rm cut}\,\partial E/\partial E_{\rm cut}$ at roughly $-1.3$ Ha for 7 Ha and $-1.0$ Ha for 11 Ha. The estimate is rough because of the jumps, but it indicates that the Pulay term makes up most of both values of $3P\Omega$.

\subsection{Conditions on an implementation}

Self-consistency matters more for the stress than for the energy. If the coefficients are in error by $\delta\mathbf c$, the energy evaluated from them is wrong by $\frac12\delta\mathbf c^TK\delta\mathbf c$, whereas $D$ is in general wrong in proportion to $\delta\mathbf c$. A threshold sufficient for energies may leave a visible error in the stress.

The exchange--correlation integral is a sum over grid points at fixed fractional positions, with weight $\Omega$ divided by their number. Under strain the weights grow by $\det A$ and the densities fall by the same factor, so \eqref{eq:xc} is also the derivative of the discrete sum. For stationarity, the potential in the Hamiltonian must be the derivative of that same sum.

The formulas assume local ion potentials, a density functional without gradients, a gap and fixed occupations. A non-local pseudopotential has its own strain dependence and needs a further term. If occupations change with strain, the functional being differentiated must be stationary with respect to them as well. At a level crossing between occupied and empty states the ground-state energy can have a kink, and then a single derivative need not exist.

\section*{Table of computed values}
\begin{verbatim}
RING: two particles, energies in Ha
length 6.0 bohr, width 0.8 bohr, heights 1.0 and -2.0 Ha
kinetic energy 0.424103, potential virial 0.908510
L dE/dL: theorem 0.060304, differences 0.060304
GAUSSIAN: Hartree dE/deps for xx, yy, zz in Ha
pair-separation spreads (bohr): [1.  1.5 2. ]
real-space formula: [-0.257306 -0.36504  -0.449508]
differences       : [-0.257306 -0.36504  -0.449508]
Hartree energy 1.071854 Ha
SOFT-ION CELL: Z = 1, core = 1.0 bohr
cell edges (bohr): [6. 7. 8.]  fractional site: [0.15 0.1  0.15]
volume 336.0 bohr^3, cutoff 7.0 Ha, 303 plane waves
term: energy | dE/deps xx, yy, zz, yz, xz, xy (Ha)
kinetic        0.11259 | -0.04609 -0.09690 -0.08220  0.01376  0.00980  0.00554
Hartree        0.05363 | -0.04269 -0.01122  0.00027 -0.00355 -0.00192 -0.00101
LDA xc        -0.37211 |  0.11206  0.11206  0.11206  0.00000  0.00000  0.00000
electron-ion  -0.20726 |  0.08804 -0.05650 -0.04023  0.03690  0.02625  0.01476
ion-ion       -0.44973 |  0.08610  0.21600  0.14762 -0.06078 -0.05491 -0.03194
total         -0.86287 |  0.19743  0.16344  0.13752 -0.01367 -0.02078 -0.01266
re-converged differences |  0.19744  0.16344  0.13752 -0.01367 -0.02078 -0.01266
largest deviation of the total 4.5e-08 Ha
kinetic xx: scaled -0.04609, re-converged 0.02402 Ha
energy excess of scaled orbitals at xx strain 0.005: 4.369e-06 Ha
energy excess of scaled orbitals at xx strain 0.010: 1.737e-05 Ha
ratio of the excesses 3.976
stress xx, yy, zz (GPa): [17.288 14.311 12.042]
stress yz, xz, xy (GPa): [-1.197 -1.82  -1.108]
pressure -4.944407e-04 Ha/bohr^3
pressure -14.547 GPa
1 Ha/bohr^3 = 29421.02 GPa
VIRIAL of the soft-ion cell (Ha)
2T 0.22519, Coulomb -0.60335
3 int n(v_xc - e_xc) -0.33619, soft-core term 0.21595
sum -0.49840, minus trace of dE/deps -0.49840
E_x -0.29978, 3 int n(v_x - e_x) -0.29978
E_c -0.07234, correlation kinetic energy 0.03593
3 P Omega at cutoff 11.0 Ha (581 waves): -0.49833
POINT-CHARGE CELL: Z = 2, four electrons (Ha)
2T 6.78801, Coulomb -6.60738, xc -1.51546
E_xc -1.63791, correlation kinetic energy 0.12245
3 P Omega: virial -1.33483, differences -1.33483
3 P Omega at cutoff 11.0 Ha: -1.06760
\end{verbatim}
